# Curvature of the Mass-Weighted Steepest-Descent Path at an Index-One Saddle: a program that tests the result

```python
"""
Result under test: at an index-one saddle the mass-weighted steepest-descent
path has the curvature components
    kappa_i = -F_i11 / (lambda_i + 2 |lambda_1|).
lambda_1 < 0 : Hessian eigenvalue of the reaction mode q_1
lambda_i > 0 : Hessian eigenvalues of the transverse modes q_i
F_i11        : third derivative of V, once in q_i and twice in q_1
Units: eV, angstrom (A), amu; mass-weighted length is amu^(1/2) A.
Two potentials are used: a three-mass Morse chain with a numerically located
saddle, and a double well along a curved valley (the worked example).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import fsolve


def derivative_functions(potential, variables):
    """Gradient, Hessian and third-derivative tensor as numerical functions."""
    first = [sp.diff(potential, x) for x in variables]
    second = [[sp.diff(g, x) for x in variables] for g in first]
    third = [[[sp.diff(h, x) for x in variables] for h in row]
             for row in second]
    made = [sp.lambdify([variables], d, "numpy")
            for d in (first, second, third)]
    return [lambda x, f=f: np.array(f(list(x)), dtype=float) for f in made]


def path_points(grad, size, targets, sign, start=1e-5):
    """Integrate dq_i/dq_1 = g_i/g_1 away from the saddle.
    The start lies on the bare eigenvector: no curvature is put in."""
    def slope(distance, transverse):
        g = grad(np.concatenate(([sign * distance], transverse)))
        return sign * g[1:] / g[0]
    run = solve_ivp(slope, (start, targets[-1]), np.zeros(size - 1),
                    method="DOP853", t_eval=targets, rtol=1e-10, atol=1e-15)
    assert run.success
    return [np.concatenate(([sign * t], y)) for t, y in zip(targets, run.y.T)]


def local_curvature(grad, hess, q):
    """dv/ds for the steepest-descent line through the point q."""
    g = grad(q)
    norm = np.linalg.norm(g)
    v = -g / norm
    hv = hess(q) @ v
    return (-(hv - v * (v @ hv)) / norm)[1:]


def valley_point(grad, hess, size, q1):
    """Minimum of V over the transverse modes at fixed q_1 (Newton steps)."""
    q = np.zeros(size)
    q[0] = q1
    for _ in range(8):
        q[1:] -= np.linalg.solve(hess(q)[1:, 1:], grad(q)[1:])
    return q[1:]


def newton_curvature(grad, lam, sign, start=1e-6, end=2e-3):
    """2 q_i / q_1^2 on a classical trajectory that leaves the saddle slowly."""
    n = len(lam)
    rate = np.sqrt(-lam[0])
    state = np.zeros(2 * n)
    state[0], state[n] = sign * start, sign * start * rate
    run = solve_ivp(lambda t, y: np.concatenate((y[n:], -grad(y[:n]))),
                    (0, np.log(end / start) / rate), state,
                    method="DOP853", rtol=1e-10, atol=1e-16)
    assert run.success
    q = run.y[:n, -1]
    return 2 * q[1:] / q[0] ** 2


def close(measured, predicted, tolerance):
    difference = np.linalg.norm(np.asarray(measured) - np.asarray(predicted))
    return difference < tolerance * np.linalg.norm(predicted)


# ---- symbolic test of the leading-order path equation ---------------------
x = sp.symbols("x", positive=True)
l1, li, F, C = sp.symbols("l1 li F C")


def residual(q, eigenvalue):
    return sp.simplify(l1 * x * sp.diff(q, x) - eigenvalue * q - F * x**2 / 2)


assert residual(F / (2 * l1 - li) * x**2 / 2 + C * x**(li / l1), li) == 0
# resonance, possible only with a second negative eigenvalue
assert residual(F * x**2 * sp.log(x) / (2 * l1) + C * x**2, 2 * l1) == 0

# ---- Morse chain: heavy group, hydrogen, heavy group on a line ------------
masses = np.array([15.0, 1.0, 17.0])
depth_a, depth_b, morse_a, bond = 4.0, 4.4, 2.0, 1.0
tether, anchor = 20.0, 3.3
xa, xh, xb = sp.symbols("xa xh xb")
chain_V = (depth_a * (1 - sp.exp(-morse_a * (xh - xa - bond)))**2
           + depth_b * (1 - sp.exp(-morse_a * (xb - xh - bond)))**2
           + tether * xa**2 / 2 + tether * (xb - anchor)**2 / 2)
cart_g, cart_h, cart_t = derivative_functions(chain_V, [xa, xh, xb])
saddle = fsolve(cart_g, [0.2, 1.585, 3.1], fprime=cart_h, xtol=1e-13)
for _ in range(3):
    saddle = saddle - np.linalg.solve(cart_h(saddle), cart_g(saddle))
assert np.max(np.abs(cart_g(saddle))) < 1e-12
root_mass = np.sqrt(masses)
chain_lam, modes = np.linalg.eigh(cart_h(saddle)
                                  / np.outer(root_mass, root_mass))
modes = modes * np.sign(modes[1])      # hydrogen component made positive
to_cart = modes / root_mass[:, None]   # mode coordinates to Cartesian
chain_F = np.einsum("abc,ai,b,c->i", cart_t(saddle), to_cart,
                    to_cart[:, 0], to_cart[:, 0])
assert abs(chain_F[0]) > 1.0           # F_111 is present, yet must not matter


def chain_grad(q):
    return to_cart.T @ cart_g(saddle + to_cart @ q)


def chain_hess(q):
    return to_cart.T @ cart_h(saddle + to_cart @ q) @ to_cart


# ---- worked example: double well along a curved valley --------------------
wavenumber = np.array([1200.0, 300.0, 900.0, 1700.0])  # first is imaginary
cubic = np.array([1.0, 6.0, -15.0])
barrier, temperature = 0.7, 500.0
omega = 2 * np.pi * const.c * 100 * wavenumber
model_lam = omega**2 * const.atomic_mass * 1e-20 / const.e
model_lam[0] *= -1
qs = list(sp.symbols("q1:5"))
model_V = (model_lam[0] * qs[0]**2 / 2
           + model_lam[0]**2 / (16 * barrier) * qs[0]**4)
for k in range(3):
    stiff = model_lam[k + 1]
    model_V += stiff / 2 * (qs[k + 1] + cubic[k] * qs[0]**2 / (2 * stiff))**2
model_V = sp.expand(model_V)
model_grad, model_hess, model_third = derivative_functions(model_V, qs)
origin = np.zeros(4)
assert np.allclose(model_hess(origin), np.diag(model_lam), atol=1e-10)
model_F = model_third(origin)[:, 0, 0]
assert np.allclose(model_F[1:], cubic)
# the reactant well lies one barrier height below the saddle
well_q1 = np.sqrt(4 * barrier / -model_lam[0])
well = np.concatenate(([well_q1],
                       valley_point(model_grad, model_hess, 4, well_q1)))
assert np.max(np.abs(model_grad(well))) < 1e-9
assert abs(float(model_V.subs(dict(zip(qs, well)))) + barrier) < 1e-9

# ---- the same numerical tests on both potentials --------------------------
results = {}
for name, grad, hess, lam, force in (
        ("chain", chain_grad, chain_hess, chain_lam, chain_F),
        ("model", model_grad, model_hess, model_lam, model_F)):
    assert lam[0] < 0 and np.all(lam[1:] > 0)
    size, a1, lt, ft = len(lam), -lam[0], lam[1:], force[1:]
    kappa = -ft / (lt + 2 * a1)
    floor = -ft / lt
    slow = -ft / (lt + 4 * a1)
    off_path = -ft * (a1 - lt) / (2 * a1**2)

    # curvature from the integrated path; both sides averaged, then
    # extrapolated to zero distance
    distances = [0.002, 0.01, 0.02]
    plus = path_points(grad, size, distances, 1)
    minus = path_points(grad, size, distances, -1)
    est = [(p[1:] + m[1:]) / d**2 for p, m, d in zip(plus, minus, distances)]
    measured = (4 * est[1] - est[2]) / 3
    assert close(measured, kappa, 1e-4)

    # local expression on the path, and on the bare eigenvector line;
    # tolerances allow for terms of second order in the small distance
    on_path = (local_curvature(grad, hess, plus[0])
               + local_curvature(grad, hess, minus[0])) / 2
    assert close(on_path, kappa, 2e-3)
    step = np.zeros(size)
    step[0] = 1e-3
    on_line = (local_curvature(grad, hess, step)
               + local_curvature(grad, hess, -step)) / 2
    assert close(on_line, off_path, 2e-3)

    # valley floor, extrapolated in the same way
    val = [(valley_point(grad, hess, size, d)
            + valley_point(grad, hess, size, -d)) / d**2
           for d in (0.005, 0.01)]
    assert close((4 * val[0] - val[1]) / 3, floor, 1e-3)

    # slow classical trajectory
    moving = (newton_curvature(grad, lam, 1)
              + newton_curvature(grad, lam, -1)) / 2
    assert close(moving, slow, 2e-3)
    results[name] = dict(kappa=kappa, measured=measured, floor=floor,
                         slow=slow, off=off_path, moving=moving)

# ---- size of what the parabola leaves out in the example ------------------
model = results["model"]
far = [0.1, 0.2, 0.3]
far_points = path_points(model_grad, 4, far, 1)
thermal = const.k * temperature
u = const.hbar * omega / thermal
crossover = const.hbar * omega[0] / (2 * np.pi * const.k)
tunnel = (u[0] / 2) / np.sin(u[0] / 2)


def flux(energy):
    """Boltzmann weight times transmission of a parabolic barrier."""
    return np.exp(-energy) / (1 + np.exp(-2 * np.pi * energy / u[0]))


tunnel_sum = quad(flux, -60, 0, limit=300)[0] + quad(flux, 0, 60, limit=300)[0]
assert abs(tunnel_sum / tunnel - 1) < 1e-6
zero_point = const.hbar / (2 * omega[1:]) / (const.atomic_mass * 1e-20)
spread = np.sqrt(zero_point / np.tanh(u[1:] / 2))
levels = np.arange(600)
for k in range(3):
    weight = np.exp(-levels * u[k + 1])
    mean = np.sum(weight * (2 * levels + 1)) / np.sum(weight)
    assert abs(zero_point[k] * mean / spread[k]**2 - 1) < 1e-9
relative_spread = np.sqrt(np.sum((model["kappa"] * spread)**2))

# ---- output ---------------------------------------------------------------


def row(values, digits=4):
    return "  ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))


K = "amu^-1/2 A^-1"
print("MORSE CHAIN (test system)")
print("masses [amu]:", row(masses, 1))
print("Morse depths [eV]:", row([depth_a, depth_b], 1))
print("Morse exponent [1/A]:", row(morse_a, 1))
print("Morse bond length [A]:", row(bond, 1))
print("tether constant [eV/A^2]:", row(tether, 1))
print("anchor positions [A]:", row([0.0, anchor], 1))
print("saddle positions [A]:", row(saddle))
print("Hessian eigenvalues [eV/(amu A^2)]:", row(chain_lam))
print("F_111, F_211, F_311 [eV amu^-3/2 A^-3]:", row(chain_F))
print(f"kappa_i, formula [{K}]:", row(results["chain"]["kappa"], 5))
print(f"kappa_i, integrated path [{K}]:", row(results["chain"]["measured"], 5))
print(f"valley-floor curvature [{K}]:", row(results["chain"]["floor"]))
print(f"slow-trajectory curvature, formula [{K}]:",
      row(results["chain"]["slow"], 5))
print(f"slow-trajectory curvature, integrated [{K}]:",
      row(results["chain"]["moving"], 5))
print("WORKED EXAMPLE")
print("reaction-mode wavenumber, imaginary [cm^-1]:", row(wavenumber[0], 0))
print("transverse wavenumbers [cm^-1]:", row(wavenumber[1:], 0))
print("F_i11 [eV amu^-3/2 A^-3]:", row(cubic, 1))
print("barrier [eV]:", row(barrier, 2))
print("temperature [K]:", row(temperature, 0))
print("lambda_1 [eV/(amu A^2)]:", row(model_lam[0]))
print("lambda_i [eV/(amu A^2)]:", row(model_lam[1:]))
print("lambda_i + 2|lambda_1| [eV/(amu A^2)]:",
      row(model_lam[1:] - 2 * model_lam[0]))
print(f"kappa_i, formula [{K}]:", row(model["kappa"]))
print(f"kappa_i, integrated path [{K}]:", row(model["measured"]))
total = np.linalg.norm(model["kappa"])
bohr = const.physical_constants["Bohr radius"][0] * 1e10
print(f"total curvature [{K}]:", row(total))
print("total curvature [amu^-1/2 bohr^-1]:", row(total * bohr))
print("radius of curvature [amu^1/2 A]:", row(1 / total))
print(f"valley-floor curvatures [{K}]:", row(model["floor"]))
print("kappa_i / valley-floor curvature:", row(model["kappa"] / model["floor"]))
print(f"slow-trajectory curvatures [{K}]:", row(model["slow"]))
print(f"total, valley floor [{K}]:", row(np.linalg.norm(model["floor"])))
print(f"total, slow trajectory [{K}]:", row(np.linalg.norm(model["slow"])))
print(f"false limit on eigenvector line [{K}]:", row(model["off"]))
print("q_1 of the wells, plus and minus [amu^1/2 A]:", row(well_q1))
for d, point in zip(far, far_points):
    true = np.linalg.norm(point[1:])
    guess = total * d**2 / 2
    miss = np.linalg.norm(model["kappa"] * d**2 / 2 - point[1:]) / true
    print(f"q_1={d:.1f}: transverse shift path, parabola [amu^1/2 A]:",
          row([true, guess], 5), f" vector error [%]: {100 * miss:.1f}")
print("tunnelling crossover temperature [K]:", row(crossover, 1))
print("parabolic-barrier tunnelling factor at 500 K:", row(tunnel, 3))
print("rms transverse amplitudes at 500 K [amu^1/2 A]:", row(spread))
print("rms of sum kappa_i q_i at 500 K (no unit):", row(relative_spread))
print("ALL CHECKS PASSED")
```

It prints:

```
MORSE CHAIN (test system)
masses [amu]: 15.0  1.0  17.0
Morse depths [eV]: 4.0  4.4
Morse exponent [1/A]: 2.0
Morse bond length [A]: 1.0
tether constant [eV/A^2]: 20.0
anchor positions [A]: 0.0  3.3
saddle positions [A]: 0.1995  1.5718  3.1005
Hessian eigenvalues [eV/(amu A^2)]: -4.6479  1.0981  1.2940
F_111, F_211, F_311 [eV amu^-3/2 A^-3]: -16.6821  -6.0984  5.5317
kappa_i, formula [amu^-1/2 A^-1]: 0.58673  -0.52236
kappa_i, integrated path [amu^-1/2 A^-1]: 0.58673  -0.52236
valley-floor curvature [amu^-1/2 A^-1]: 5.5535  -4.2747
slow-trajectory curvature, formula [amu^-1/2 A^-1]: 0.30973  -0.27818
slow-trajectory curvature, integrated [amu^-1/2 A^-1]: 0.30973  -0.27818
WORKED EXAMPLE
reaction-mode wavenumber, imaginary [cm^-1]: 1200
transverse wavenumbers [cm^-1]: 300  900  1700
F_i11 [eV amu^-3/2 A^-3]: 1.0  6.0  -15.0
barrier [eV]: 0.70
temperature [K]: 500
lambda_1 [eV/(amu A^2)]: -5.2954
lambda_i [eV/(amu A^2)]: 0.3310  2.9787  10.6277
lambda_i + 2|lambda_1| [eV/(amu A^2)]: 10.9219  13.5696  21.2185
kappa_i, formula [amu^-1/2 A^-1]: -0.0916  -0.4422  0.7069
kappa_i, integrated path [amu^-1/2 A^-1]: -0.0916  -0.4422  0.7069
total curvature [amu^-1/2 A^-1]: 0.8388
total curvature [amu^-1/2 bohr^-1]: 0.4439
radius of curvature [amu^1/2 A]: 1.1921
valley-floor curvatures [amu^-1/2 A^-1]: -3.0215  -2.0143  1.4114
kappa_i / valley-floor curvature: 0.0303  0.2195  0.5009
slow-trajectory curvatures [amu^-1/2 A^-1]: -0.0465  -0.2483  0.4716
total, valley floor [amu^-1/2 A^-1]: 3.8960
total, slow trajectory [amu^-1/2 A^-1]: 0.5350
false limit on eigenvector line [amu^-1/2 A^-1]: -0.0885  -0.2479  -1.4261
q_1 of the wells, plus and minus [amu^1/2 A]: 0.7272
q_1=0.1: transverse shift path, parabola [amu^1/2 A]: 0.00426  0.00419  vector error [%]: 1.5
q_1=0.2: transverse shift path, parabola [amu^1/2 A]: 0.01785  0.01678  vector error [%]: 6.1
q_1=0.3: transverse shift path, parabola [amu^1/2 A]: 0.04379  0.03775  vector error [%]: 14.0
tunnelling crossover temperature [K]: 274.8
parabolic-barrier tunnelling factor at 500 K: 1.748
rms transverse amplitudes at 500 K [amu^1/2 A]: 0.3717  0.1475  0.1003
rms of sum kappa_i q_i at 500 K (no unit): 0.1022
ALL CHECKS PASSED
```
